# Permeation time lag of a gas-free slab and diffusivity without solubility

## First half: the ideal slab

### Result and setting

A slab of thickness $L$ contains no gas at time $t=0$. From then on its upstream face is held at dissolved concentration $c_0$, and its downstream face is held at zero by a vacuum. Let $Q(t)$ be the amount of gas that has left unit area of the downstream face. After the transient has died away,

$$Q(t)\to \frac{Dc_0}{L}\,(t-\theta),\qquad \theta=\frac{L^2}{6D}. \tag{1}$$

The straight line, extended back to $Q=0$, meets the time axis at the time lag $\theta$. The concentration $c_0$ sets the slope of the line but cancels from its intercept. A measured lag and a measured thickness therefore give the diffusivity $D$, even if nobody knows how much gas the material dissolves.

The assumptions behind (1) are these. Diffusion runs along $x$ alone, from $x=0$ upstream to $x=L$ downstream. $D$ depends on neither position, time nor concentration. All the dissolved gas is mobile. Each face comes to equilibrium with its surroundings at once. Then

$$c_t=D\,c_{xx},\qquad c(0,t)=c_0,\quad c(L,t)=0,\quad c(x,0)=0, \tag{2}$$

where subscripts denote derivatives. The flux, positive towards the vacuum, is $J=-Dc_x$, and

$$Q(t)=\int_0^t J(L,t')\,dt' .$$

The equations contain no Planck constant, charge or electron mass, so they read the same in atomic units as in any other consistent set. Nothing has been assumed about how $c_0$ depends on the gas pressure. It may be proportional to the pressure or follow another law, as long as it stays constant during the run.

### The simplest case: steady flow

When nothing changes in time, $c_{xx}=0$ and the profile is a straight line. The two face values fix it:

$$c_{ss}(x)=c_0\left(1-\frac{x}{L}\right),\qquad J_{ss}=\frac{Dc_0}{L}. \tag{3}$$

This already shows why a steady measurement cannot supply $D$ by itself. The flux contains the product $Dc_0$, so a fast diffuser that dissolves sparingly and a slow one that dissolves well can pass the same flux. The history of the approach to steady flow can separate the two factors.

### From steady flow to any time

Multiply the diffusion equation by $x/L$ and integrate over the slab. Define the weighted content

$$M(t)=\int_0^L\frac{x}{L}\,c(x,t)\,dx .$$

Its rate of change follows from two integrations by parts. The first gives

$$\frac{dM}{dt}=D\int_0^L\frac{x}{L}\,c_{xx}\,dx
=D\left[\frac{x}{L}\,c_x\right]_0^L-\frac{D}{L}\int_0^L c_x\,dx .$$

The bracket vanishes at $x=0$ because the weight does, and leaves $Dc_x(L,t)=-J(L,t)$. The remaining integral is $c(L,t)-c(0,t)=-c_0$. Hence

$$\frac{dM}{dt}=\frac{Dc_0}{L}-J(L,t). \tag{4}$$

Integrate (4) from a small time $\epsilon$ to $t$, then let $\epsilon\to0$. This detour avoids the instant at which the upstream concentration jumps. As $\epsilon\to0$ the gas occupies a vanishing layer at $x=0$, so $M(\epsilon)\to0$, and no gas has yet come out. The result is

$$Q(t)=\frac{Dc_0}{L}\,t-M(t). \tag{5}$$

Equation (5) holds at every time, during the transient as well as after it.

**Early limit.** Long before gas reaches the far face, $Q$ is negligible and (5) requires $M\approx Dc_0t/L$. At such times the slab looks infinitely thick, and its profile is $c=c_0\,\mathrm{erfc}\!\left(x/2\sqrt{Dt}\right)$, which solves the diffusion equation with the right face value. With $y=x/2\sqrt{Dt}$,

$$M\approx\frac{4Dtc_0}{L}\int_0^\infty y\,\mathrm{erfc}(y)\,dy .$$

Since the derivative of $\mathrm{erfc}(y)$ is $-2e^{-y^2}/\sqrt\pi$, integration by parts turns the integral into $\frac{1}{\sqrt\pi}\int_0^\infty y^2e^{-y^2}dy=\frac14$. Thus $M\approx Dc_0t/L$, as required.

**Late limit.** When the profile has become (3), the weighted content is

$$M_{ss}=c_0\int_0^L\frac{x}{L}\left(1-\frac{x}{L}\right)dx
=c_0L\left(\frac12-\frac13\right)=\frac{c_0L}{6}. \tag{6}$$

Equation (5) becomes $Q=Dc_0t/L-c_0L/6$. Setting $Q=0$ gives $t=L^2/(6D)$, which is (1). Both terms are proportional to $c_0$, and this is why it cancels.

### What the weight means

Follow one molecule that hops left or right with equal probability over a short distance $a$. Let $h(x)$ be the probability that it leaves by the downstream face and not by the upstream one. After one hop it is at $x+a$ or $x-a$, so

$$h(x)=\tfrac12\,[h(x+a)+h(x-a)].$$

A straight line satisfies this relation, and the conditions $h(0)=0$, $h(L)=1$ select $h=x/L$. The weight is thus the probability of leaving downstream.

$M(t)$ is then the expected amount now inside the slab that will come out on the vacuum side. Equation (5) is a balance: gas destined for the vacuum enters at the steady rate $Dc_0/L$, and whatever has not yet come out is still in transit. The lag is the amount in transit divided by the rate of delivery,

$$\theta=\frac{M_{ss}}{J_{ss}}.$$

It is not the moment of first arrival. Gas is already coming out before $t=\theta$, because the extrapolated line starts from zero there while the true $Q$ is positive.

### How fast the line is reached

Let $v=c_{ss}-c$ be the departure from the steady profile. It obeys $v_t=Dv_{xx}$ and vanishes at both faces. Multiply by $2v$ and integrate by parts; the boundary terms are zero:

$$\frac{d}{dt}\int_0^Lv^2dx=2D\int_0^Lv\,v_{xx}\,dx=-2D\int_0^Lv_x^2\,dx. \tag{7}$$

The right side must be compared with $\int v^2dx$. Put $\kappa=\pi/L$ and start from a square, which cannot be negative:

$$0\le\int_0^L\left(v_x-\kappa v\cot\kappa x\right)^2dx .$$

Its cross term is $-\kappa\int(v^2)_x\cot\kappa x\,dx$. Near a face $v^2$ vanishes quadratically while the cotangent grows as the inverse distance, so the boundary terms drop out. What remains is $-\kappa^2\int v^2\csc^2\!\kappa x\,dx$. Adding the term $\kappa^2\int v^2\cot^2\!\kappa x\,dx$ and using $\csc^2-\cot^2=1$ gives

$$\int_0^Lv_x^2\,dx\ge\frac{\pi^2}{L^2}\int_0^Lv^2\,dx. \tag{8}$$

With (7), the integral of $v^2$ decays at least as fast as $e^{-2\pi^2Dt/L^2}$. It starts from $\int c_{ss}^2dx=c_0^2L/3$.

The error of the straight line is $R=Q-J_{ss}(t-\theta)=M_{ss}-M=\int(x/L)\,v\,dx$. By the Cauchy–Schwarz inequality, and since $\int(x/L)^2dx=L/3$,

$$|R(t)|\le\frac{c_0L}{3}\,e^{-\pi^2Dt/L^2}. \tag{9}$$

The approach to the line is therefore exponential, which completes the proof of (1).

### The remainder and the tangent drawn too early

A bound is safe but not sharp. To obtain $R$ itself, expand $v$ in sines, which vanish at both faces:

$$v=\sum_{n=1}^{\infty}b_n\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2Dt/L^2},\qquad
b_n=\frac{2c_0}{L}\int_0^L\left(1-\frac xL\right)\sin\frac{n\pi x}{L}\,dx .$$

Integration by parts gives $L/(n\pi)$ for the integral, the cosine term left over integrating to zero. Hence $b_n=2c_0/(n\pi)$. In the same way $\int_0^L(x/L)\sin(n\pi x/L)\,dx=-(-1)^nL/(n\pi)$. Therefore

$$R(t)=-\frac{2c_0L}{\pi^2}\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}\,e^{-n^2\pi^2Dt/L^2}. \tag{10}$$

At $t=0$ the sum is $-\pi^2/12$, so $R=c_0L/6$. This cancels the negative value of the straight line and gives $Q(0)=0$.

Suppose an observer draws the tangent to $Q$ at a finite time $t$. Its intercept is $t-Q/J$. Write $\tau=Dt/L^2$ and $\varepsilon=e^{-\pi^2\tau}$, and keep the first power of $\varepsilon$. Equation (10) and its time derivative give

$$\frac{Q}{c_0L}\approx\tau-\frac16+\frac{2\varepsilon}{\pi^2},\qquad
\frac{J}{J_{ss}}\approx1-2\varepsilon .$$

Dividing, with $1/(1-2\varepsilon)\approx1+2\varepsilon$, the intercept becomes

$$\theta_{\rm tangent}\approx\theta\left[1-12\,\varepsilon\left(\tau-\frac16+\frac1{\pi^2}\right)\right]. \tag{11}$$

After one lag, $\tau>1/6$ and the correction is negative at this order. An early tangent gives too short a lag and too large a diffusivity. Evaluated without the small-$\varepsilon$ approximation, the lag is 13% short for a tangent drawn at two lags, 3.8% short at three, and 0.25% short at five.

### The upstream face and a second route

The complementary weight $1-x/L$ describes gas that will return upstream. The same integrations by parts give

$$\frac{d}{dt}\int_0^L\left(1-\frac xL\right)c\,dx=J(0,t)-\frac{Dc_0}{L}.$$

The total uptake $Q_{\rm in}$ per unit area consequently tends to

$$Q_{\rm in}\to\frac{Dc_0}{L}\,t+c_0\int_0^L\left(1-\frac xL\right)^2dx
=\frac{Dc_0}{L}\left(t+\frac{L^2}{3D}\right). \tag{12}$$

Its intercept is $-L^2/(3D)$: uptake runs ahead of steady flow, because the slab is filling. The difference $Q_{\rm in}-Q$ tends to $c_0L/3+c_0L/6=c_0L/2$, which is the total content of the triangular profile (3).

A Laplace transform gives the intercept by another route, with (9) supplying the decay of the remainder. With $\hat c=\int_0^\infty e^{-st}c\,dt$, equation (2) becomes $s\hat c=D\hat c_{xx}$, and the face values require

$$\hat c=\frac{c_0}{s}\,\frac{\sinh q(L-x)}{\sinh qL},\qquad q=\sqrt{s/D}.$$

The transformed flux at $x=L$ is $Dqc_0/(s\sinh qL)$. Integration over time divides it by $s$. With $z=qL$,

$$\hat Q=\frac{Dc_0}{Ls^2}\,\frac{z}{\sinh z}
=\frac{Dc_0}{Ls^2}\left(1-\frac{z^2}{6}+\dots\right)
=\frac{Dc_0}{Ls^2}-\frac{c_0L}{6s}+\dots$$

By (9), $R$ decays exponentially, so its transform is finite at $s=0$. The two singular terms therefore belong to the straight line. The transforms of $t$ and $1$ are $1/s^2$ and $1/s$, and (1) follows again.

As a numerical test, the time-dependent slab was divided into 100 cells and its late straight line extrapolated. The downstream intercept was $0.16668\,L^2/D$, against $1/6=0.16667$, and the upstream intercept was $-0.33333\,L^2/D$.

## Second half: relaxed assumptions and a measurement

### What is carried over

The slab occupies $0<x<L$, with constant diffusivity $D$, upstream concentration $c_0$ and downstream concentration zero. $Q(t)$ is the amount that has left unit downstream area, and $J=-Dc_x$ is the flux. The weighted content is $M=\int_0^L(x/L)\,c\,dx$. For a slab that starts empty, $Q=Dc_0t/L-M$; in the steady state $c_{ss}=c_0(1-x/L)$ and $M_{ss}=c_0L/6$, so the lag is $\theta=L^2/(6D)$. The transient dies away as $e^{-\pi^2Dt/L^2}$. Several of the assumptions are now relaxed one at a time, with the others kept.

### Gas already in the slab

If the slab starts with a profile $c_i(x)$, integrating the balance $dM/dt=Dc_0/L-J(L,t)$ from $t=0$ leaves the starting content in place:

$$Q(t)=\frac{Dc_0}{L}t-M(t)+M(0).$$

For uniform $c_i$, $M(0)=c_iL/2$. The late intercept is

$$\theta_i=\frac{L}{Dc_0}\left(\frac{c_0L}{6}-\frac{c_iL}{2}\right)
=\frac{L^2}{6D}\left(1-\frac{3c_i}{c_0}\right). \tag{13}$$

For $c_i=0.2\,c_0$ the simulated lag was $0.0667\,L^2/D$, in agreement with $(1-0.6)/6$.

The limit $c_i=c_0$ gives $-L^2/(3D)$. This is the upstream intercept of the first half, for a reason: the deficit $c_0-c$ then starts at zero and enters from the downstream face, so the outflow of gas is the uptake of deficit.

The factor three makes the initial condition important. It can be met by pumping on both faces for a time $t_p$ beforehand. Starting from uniform concentration $c_a$, the slowest surviving mode is $(4c_a/\pi)\sin(\pi x/L)\,e^{-\pi^2Dt_p/L^2}$. Since $\int_0^L(x/L)\sin(\pi x/L)\,dx=L/\pi$, its weighted content is $(4c_aL/\pi^2)\,e^{-\pi^2Dt_p/L^2}$. Dividing by $c_0L/6$ gives the fractional change of the lag,

$$\frac{\Delta\theta}{\theta}\approx-\frac{24}{\pi^2}\frac{c_a}{c_0}\,e^{-\pi^2Dt_p/L^2}. \tag{14}$$

### Reversible traps

Let $m$ be the concentration of immobile, trapped gas, with capture rate $k_1$ and release rate $k_2$. Both rates are constant, which requires the traps to stay far from full:

$$c_t=Dc_{xx}-m_t,\qquad m_t=k_1c-k_2m,\qquad m(x,0)=0 .$$

Adding the two concentrations gives $(c+m)_t=Dc_{xx}$. The same integrations by parts then yield $Q=Dc_0t/L-\int(x/L)(c+m)\,dx$. In the steady state $m=(k_1/k_2)\,c$, while the flux is unchanged. Therefore

$$\theta_{\rm trap}=\frac{L^2}{6D}\left(1+\frac{k_1}{k_2}\right). \tag{15}$$

The steady state is reached for any $k_2>0$. For a sine mode with $\lambda=n^2\pi^2D/L^2$, the two decay rates have sum $\lambda+k_1+k_2$ and product $\lambda k_2$. Both are positive, and the slower is at least $\lambda k_2/(\lambda+k_1+k_2)$, which is smallest for $n=1$.

With $k_1=20\,D/L^2$ and $k_2=10\,D/L^2$ the simulated lag was $0.5000\,L^2/D$, three times the trap-free value. As $k_1/k_2\to0$ the original result returns. As $k_2\to0$ the lag of the final line grows without limit, but so does the time needed to reach that line, because the slower decay rate is below $k_2$. Until then the traps act partly as a sink. A lag read early falls short of (15) and can even fall below $L^2/(6D)$. From readings at $Dt/L^2=0.72$ and $1.08$, the rates above give 2.2 times the trap-free lag instead of 3, and $k_1=2\,D/L^2$, $k_2=0.1\,D/L^2$ give 0.93 times instead of 21.

The lag now yields an effective diffusivity $D/(1+k_1/k_2)$. Multiplying the measured steady flux by $L$ and dividing by this effective diffusivity returns $c_0(1+k_1/k_2)$, the sum of mobile and trapped gas at the upstream face. A single lag cannot tell slow diffusion from trapping.

### Slow exchange at the faces

Suppose both faces exchange gas at a finite speed $k$, so that

$$J(0,t)=k\,[c_0-c(0,t)],\qquad J(L,t)=k\,c(L,t),\qquad \beta=\frac{D}{kL}.$$

The exit probability is still a straight line, $h=A+Bx$, but its end values must be found again. Two integrations by parts give

$$\frac{d}{dt}\int_0^Lhc\,dx=D\,[hc_x-Bc]_0^L .$$

At $x=L$, substitute $Dc_x=-J(L,t)$ and $c=\beta LJ(L,t)/D$. The contribution is $-J(L,t)\,[h(L)+\beta LB]$. At $x=0$, substitute $c=c_0-\beta LJ(0,t)/D$. The contribution is $J(0,t)\,[h(0)-\beta LB]+DBc_0$.

To remove $J(0,t)$ and leave $-J(L,t)$ with unit coefficient, choose $h(0)=\beta LB$ and $h(L)+\beta LB=1$. Since $h(L)=h(0)+BL$, these give $BL(1+2\beta)=1$ and

$$h=\frac{x/L+\beta}{1+2\beta},\qquad J_{ss}=\frac{Dc_0}{L(1+2\beta)},\qquad c_{ss}=c_0(1-h).$$

The last expression is a straight line that satisfies both face conditions. With $u=x/L$,

$$\int_0^1(u+\beta)(1+\beta-u)\,du=\int_0^1[u(1-u)+\beta+\beta^2]\,du=\frac16+\beta+\beta^2 .$$

The lag is the steady content weighted by $h$, divided by $J_{ss}$:

$$\theta_\beta=\frac{L^2}{D}\,\frac{\frac16+\beta+\beta^2}{1+2\beta}. \tag{16}$$

For $\beta=0.1$ both this formula and the simulation give $0.2306\,L^2/D$. For small $\beta$ the lag is longer by the fraction $4\beta$. For large $\beta$ it tends to $L/(2k)$. The slab is then nearly uniform and empties through two faces at total rate $2k/L$, so $L/(2k)$ is the mean stay of a molecule, and $D$ has dropped out.

### Diffusivity that depends on concentration

Now let $D$ be a positive function of $c$, and define $F(c)=\int_0^cD(c')\,dc'$ and $F_0=F(c_0)$. The flux is $-F_x$, and $c_t=F_{xx}$. Repeating the weighted integration gives

$$Q=\frac{F_0}{L}t-\int_0^L\frac xL\,c\,dx,\qquad F(c_{ss})=F_0\left(1-\frac xL\right).$$

The steady state is again approached exponentially. Let $w=F(c_{ss})-F(c)$, which vanishes at the faces, and let $E=\int_0^L\!\int_c^{c_{ss}}[F(c_{ss})-F(c')]\,dc'\,dx\ge0$. Since $c_t=-w_{xx}$, one finds $dE/dt=-\int wc_t\,dx=-\int w_x^2dx\le-(\pi^2/L^2)\int w^2dx$, by the inequality proved in the first half. As $D$ lies between positive limits, $E$ is at most a constant times $\int w^2dx$, so $E$ decays exponentially.

Use $c$ as the integration variable in the steady content. From $x/L=1-F/F_0$ follows $dx=-LD\,dc/F_0$, and

$$\theta=\frac{L^2}{F_0^3}\int_0^{c_0}c\,D(c)\,[F_0-F(c)]\,dc. \tag{17}$$

For $D=D_0(1+ac/c_0)$ put $u=c/c_0$ and $f=1+a/2$. Then $F=D_0c_0(u+au^2/2)$ and $F_0=D_0c_0f$, so

$$\theta=\frac{L^2}{D_0f^3}\left[f\int_0^1(u+au^2)\,du-\int_0^1(u+au^2)\left(u+\frac{au^2}{2}\right)du\right].$$

The first term is $(1+a/2)(1/2+a/3)=1/2+7a/12+a^2/6$. The second is $1/3+3a/8+a^2/10$. Their difference gives

$$\theta=\frac{L^2}{D_0}\,\frac{\frac16+\frac{5a}{24}+\frac{a^2}{15}}{(1+a/2)^3}. \tag{18}$$

At $a=0$ the original lag returns. The simulated values, which agree with (18), are $0.1309\,L^2/D_0$ for $a=1$ and $0.1063\,L^2/D_0$ for $a=2$. In a given material $a$ is proportional to $c_0$, so the lag now depends on how much gas dissolves. Repeating the run at another upstream pressure, with sheet and temperature held fixed, can reveal this.

### A measurement worked through

A model sheet with $L=0.10$ cm and open area $A=10$ cm² separates nitrogen at 760 Torr from a closed, evacuated volume $V=1000$ cm³ at 298 K. The diffusivity is $1.0\times10^{-7}$ cm²/s. The solubility ratio $S$, dissolved concentration over gas concentration, is 0.050. Dissolved gas is expressed as the pressure it would have as a gas in the same volume, so $c_0=0.050\times760=38$ Torr. The expected lag is

$$\theta=\frac{(0.10\ \text{cm})^2}{6\times10^{-7}\ \text{cm}^2/\text{s}}=16\,667\ \text{s}=4.63\ \text{h}.$$

The downstream pressure is $p=AQ/V$. The simulated readings are 0.02103 Torr at 20 h and 0.03471 Torr at 30 h. Before rounding, their slope is $1.367\times10^{-3}$ Torr/h; the rounded readings give $1.368\times10^{-3}$, which would move the lag by about 0.2%. With the unrounded slope the intercept is

$$20\ \text{h}-\frac{0.02103}{1.367\times10^{-3}}\ \text{h}\approx4.62\ \text{h}.$$

From this, $L^2/(6\theta)$ gives $D=1.002\times10^{-7}$ cm²/s without using $S$. The slope then gives

$$S=\frac{VL}{AD\,p_{\rm up}}\frac{dp}{dt}=0.0499 .$$

The inferred $D$ is 0.2% above its input value because a little of the transient survives at 20 h. An excess $R_1$ in the first amount $Q_1$ shifts the intercept by $-(R_1/J_{ss})\,Q_2/(Q_2-Q_1)$ to first order. Here $Dt/L^2=0.72$ and $R_1\approx(2c_0L/\pi^2)\,e^{-0.72\pi^2}$, which shortens the lag by about 0.25%.

### What the model leaves out

**Temperature.** With an activation energy of 0.45 eV, a sheet 1 K warmer than recorded has a lag 5.7% shorter. The inferred $D$ is right for the true temperature but is assigned to the wrong one.

**Residual air.** A sheet stored in air at 760 Torr has $c_a/c_0=0.78$ for nitrogen. Only nitrogen is counted here; other dissolved air gases would add to a reading of total pressure. By (14), pumping on both faces for 14.8 h reduces the error to 1%; the simulated change was $-1.00\%$. This holds for a sheet whose faces are open everywhere. If the clamped rim described below has also been stored in air, it empties far more slowly. The same pumping then leaves the lag read at 20 h and 30 h about 6% shorter than for a gas-free sheet with that rim.

**Wall outgassing.** A steady extra slope $g$ added to the permeation slope $G$ turns the line into $G(t-\theta)+gt$, with intercept $\theta/(1+g/G)$. For 600 cm² of wall at $10^{-11}$ Torr L/(s cm²), the lag is 1.6% short unless a blank run is subtracted.

**Sealed rim.** The open disc has radius 1.78 cm. Clamping a further 0.5 cm of sheet, sealed on both faces, lengthens the lag read at the same two times by 2.7%. Grids with 20 and 10 cells through the thickness give the same figure. Slow filling of the rim is a likely cause, though the calculation does not isolate it. The figure belongs to those two reading times and is not the final error. Deep in a filled rim both $c/c_0$ and the exit probability tend to $1/2$, so the weighted content is $c_0/4$ per unit volume, against an average of $c_0/6$ under the open area. This rim has 0.64 times the open area and would nearly double the lag once filled. For width $w$, treating the rim as a flat strip gives a filling time of order $4w^2/(\pi^2D)\approx280$ h; for the full disc with its rim the slowest decay time is about 340 h.

**Surface exchange.** Gas of density $n_g$ and mean speed $\bar v$ strikes a face at the rate $n_g\bar v/4$. If a fraction $s$ enters, then $k=s\bar v/(4S)$ and $\beta=4SD/(s\bar vL)$. A lag 1% longer needs $\beta=0.0025$. With $\bar v=4.75\times10^4$ cm/s, this means $s=1.7\times10^{-9}$; a larger sticking probability has a smaller effect.

**Back pressure.** At 30 h it is $4.6\times10^{-5}$ of the upstream pressure, and the steady driving difference falls by that fraction.

### Beside a real seal

The parameters are round values chosen to illustrate nitrogen passing through an elastomer vacuum seal. They are not measured data for any grade, and a real seal needs its own values. A real seal that has been stored in air breaks the gas-free assumption. Without prior pumping, (13) gives $4.63\,(1-3\times0.78)\approx-6.2$ h in place of $+4.63$ h. Fillers that bind gas reversibly would lengthen the final lag of a gas-free seal according to (15), by an amount not estimated here; if they release slowly, a run of ordinary length does not reach that line and can show a shorter lag. In a seal stored in air the traps start loaded as well, and the negative intercept becomes more negative. A compressed ring is also not a flat slab, so its lag needs the exit probability for its own shape. For a flat sheet with constant $D$, no traps and no clamped rim, pumping out the air, holding the temperature and reading after about five lags matter more than knowing the solubility. The remaining figures are in the numerical output below.

## Numbers as computed

```
TESTS IN UNITS L^2/D
simulated downstream lag: 0.16668 (1/6 = 0.16667)
simulated upstream intercept: -0.33333
lag, initial gas 0.2 c0: 0.0667
lag, traps with capture/release = 2: 0.5000
lag, surface resistance beta = 0.1: 0.2306
lag, D = D0(1 + c/c0), unit L^2/D0: 0.1309
lag, D = D0(1 + 2c/c0), unit L^2/D0: 0.1063
EXAMPLE INPUTS (round, rough regime)
diffusivity: 1.0e-07 cm2/s
thickness: 0.10 cm
solubility ratio: 0.050
upstream pressure: 760 Torr
open area: 10 cm2
downstream volume: 1000 cm3
temperature: 298 K
EXAMPLE RESULTS
lag L^2/(6D): 16667 s = 4.63 h
dissolved gas at upstream face: 38.0 Torr
pressure at 20 h: 0.02103 Torr
pressure at 30 h: 0.03471 Torr
slope between readings: 1.3674e-03 Torr/h
lag from readings: 4.618 h
diffusivity from readings: 1.0024e-07 cm2/s
solubility ratio from readings: 0.04986
NEGLECTED EFFECTS (change of lag)
tangent drawn at 2 lags: -12.95 %
tangent drawn at 3 lags: -3.81 %
tangent drawn at 5 lags: -0.25 %
nitrogen fraction of air: 0.78
pumping time for a 1 % air error: 14.8 h
simulated change after that pumping: -1.00 %
activation energy of D: 0.45 eV
sheet 1 K warmer: -5.7 %
wall area: 600 cm2
wall outgassing: 1e-11 Torr L/(s cm2)
wall outgassing, not subtracted: -1.56 %
back pressure / upstream pressure at 30 h: 4.6e-05
molecular mass: 28 u
mean molecular speed: 4.75e+04 cm/s
beta for a 1 % longer lag: 0.00250
sticking probability for that beta: 1.7e-09
disc radius: 1.78 cm
sealed rim width: 0.5 cm
sealed rim, fine grid: 2.7 %
sealed rim, coarse grid: 2.7 %
```
